# Why photoelectron ratios measure areal atom density rather than film thickness

**Question.** A photoelectron spectrum of a film a few nanometres thick shows one line from the film and one from the substrate beneath it. The ratio of their intensities is routinely turned into a thickness in nanometres. What does the ratio itself determine, and what has to be supplied from elsewhere before a length can be quoted?

## The mechanism: atoms emit and atoms absorb

X-rays pass through a film of nanometre thickness with negligible loss, so every film atom is illuminated equally. Each atom emits photoelectrons at the same rate, whatever the distance to its neighbours. The number emitted per unit area is therefore a number of atoms per unit area.

An electron leaves the sharp line if it loses energy on its way out. Losses are also caused by atoms, and the chance of a loss depends on how many atoms the electron passes. Suppose the film is stretched along its normal to twice its thickness without gaining or losing atoms. The path to the surface doubles, but the density along it halves, and the electron passes the same number of atoms. If each atom stops electrons as effectively as before, neither line changes. The spectrum then cannot distinguish a thin dense film from a thick sparse one.

That "if" is the only delicate part of the argument. The loss caused by one atom can depend on how closely its neighbours are packed, and the size of this dependence has to be worked out.

## From the counting to the formula

Let $z$ be the depth below the film surface, $d$ the thickness and $n(z)$ the number density of the film atoms that give the detected line. The areal density is

$$A=\int_0^d n(z)\,dz ,$$

which is $nd$ for a uniform film. Electrons are collected at an angle $\theta$ from the surface normal, with $\mu=\cos\theta$, and are taken to travel in straight lines. The film is laterally uniform and has a fixed composition.

The inelastic mean free path $\lambda$ is the mean distance travelled between energy losses. Define the loss cross-section per detected film atom by

$$\kappa=\frac{1}{n\lambda}.$$

In a compound, $\kappa$ includes the share of the companion atoms: in silicon dioxide it belongs to one silicon atom with its two oxygen atoms. For now $\kappa$ is the same at every depth. The two lines are assumed to have nearly equal kinetic energy, so that the same $\kappa$ applies to both inside the film.

An electron from depth $z$ covers a path $dz'/\mu$ in each layer $dz'$. Its probability of escaping without loss is $\exp[-(\kappa/\mu)\int_0^z n\,dz']$. With $\eta_f$ the yield of the no-loss peak per film atom, the film signal is

$$I_f=\eta_f\int_0^d n(z)\exp\!\left[-\frac{\kappa}{\mu}\int_0^z n(z')\,dz'\right]dz .$$

Now label each layer by the number of atoms per area above it, $a(z)=\int_0^z n\,dz'$. Since $da=n(z)\,dz$, the depth disappears from the integral:

$$I_f=\eta_f\int_0^A e^{-\kappa a/\mu}\,da=\eta_f\,\frac{\mu}{\kappa}\left(1-e^{-\kappa A/\mu}\right).$$

This holds for any depth profile $n(z)$, as long as $\kappa$ is constant. A porous film is covered only if its pores are so fine that all escape paths from a given depth cross nearly the same number of atoms.

The substrate has density $n_s$, mean free path $\lambda_s$ and peak yield $\eta_s$ per atom, and is much thicker than $\lambda_s$. Its electrons must cross the whole film:

$$I_s=\eta_s n_s e^{-\kappa A/\mu}\int_0^\infty e^{-x/(\lambda_s\mu)}dx=\eta_s n_s\lambda_s\mu\,e^{-\kappa A/\mu}.$$

Divide the two signals and write $y=\eta_f/\eta_s$. The factor $\mu$ cancels outside the exponential, and dividing by $e^{-\kappa A/\mu}$ turns the bracket into $e^{\kappa A/\mu}-1$:

$$R=\frac{I_f}{I_s}=\frac{y}{\kappa\,n_s\lambda_s}\left(e^{\kappa A/\mu}-1\right). \tag{1}$$

Neither $n$ nor $d$ appears by itself. Even the substrate acts as a ruler marked in atoms: $n_s\lambda_s$ is the number of substrate atoms per area within one mean free path.

The change of variable was tested by integrating over real depth at 0, 34 and 60 degrees. The films had equal $A$ and $\kappa$ but different profiles: a compressed uniform film, a film graded linearly from 0.6 to 1.4 times its mean density, and an expanded film with a deep density minimum inside. Equation (1) was reproduced within one part in $10^5$ in every case.

## The thin limit and the inverse

Let $t=\kappa A/\mu$. For a uniform film this is $d/(\lambda\mu)$, the escape path in units of the mean free path. Expanding $e^t-1=t+t^2/2+\dots$ in (1) gives

$$R=\frac{yA}{n_s\lambda_s\mu}\left(1+\frac t2+\dots\right). \tag{2}$$

In the leading term $\kappa$ has cancelled. A very thin film hardly attenuates anything, so its line simply counts its atoms. This result needs no assumption about how $\lambda$ varies with film density. It does assume that the yield ratio $y$ is unaffected by the density.

For any $t$, equation (1) can be solved for the areal density. Multiply by $\kappa n_s\lambda_s/y$, add one and take the logarithm:

$$A=\frac{\mu}{\kappa}\ln\!\left(1+\frac{\kappa n_s\lambda_s R}{y}\right). \tag{3}$$

The calibration quantities $y$ and $n_s\lambda_s$ must be known, and beyond the thin limit so must $\kappa$. The thickness follows from a separate step,

$$d=\frac An ,$$

and the density $n$ in it has not been measured.

The same relation is often written as a thickness. With $R_0=y\,n\lambda/(n_s\lambda_s)$, equation (3) becomes

$$d=\lambda\mu\ln\!\left(1+\frac{R}{R_0}\right).$$

No density is visible here, but it is present in $\lambda$ and in $R_0$. One can measure $R_0$ from the lines of a very thick film and a bare substrate. The logarithm then gives $t$ without an assumed density, but $t$ is a pure number. Turning it into nanometres requires $\lambda$ in nanometres, and that value belongs to a material of some particular density.

Nor does tilting the sample supply the missing quantity directly. In powers of $1/\mu$, the first coefficient of $R$ is proportional to $A$ and the second to $\kappa A^2/2$. If $y/(n_s\lambda_s)$ is known, data at several angles can therefore give both $A$ and $\kappa$; otherwise they give only the product $\kappa A$ and a prefactor. They carry information about $n$ only so far as $\kappa$ depends on $n$.

## Does the loss per atom depend on density?

If atoms lost their independence completely, the argument could fail beyond the thin limit. The loss can be estimated from the dielectric response. Atomic units are used in this section, with $E=k^2/2$ the kinetic energy and $k$ the momentum, equal to the speed.

A fast electron transfers momentum $q$ and energy $\omega$ to the medium. In first order in its Coulomb interaction, at zero temperature, the golden rule gives the loss rate

$$\Gamma=2\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)},\qquad \omega=kq\cos\alpha-\frac{q^2}{2},$$

where $\alpha$ is the angle between the momentum transfer and the electron's velocity. Use $d^3q=2\pi q^2\,dq\,d(\cos\alpha)$ and $d(\cos\alpha)=d\omega/(kq)$. The numerical factors combine to $2/(\pi k)$. Dividing the rate by the speed gives the losses per length, and $k^2=2E$, so

$$\frac1\lambda=\frac{1}{\pi E}\int d\omega\int\frac{dq}{q}\,\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)} .$$

Describe the valence electrons, of density $n_e$, as oscillators of frequency $\omega_0$. With $\omega_p^2=4\pi n_e$ and vanishing damping,

$$\varepsilon=1+\frac{\omega_p^2}{\omega_0^2-\omega^2},\qquad -\frac1\varepsilon=-1+\frac{\omega_p^2}{\omega_1^2-\omega^2},\qquad \omega_1^2=\omega_0^2+\omega_p^2 .$$

The imaginary part is a line at $\omega_1$. Since $\delta(\omega_1^2-\omega^2)=\delta(\omega-\omega_1)/(2\omega_1)$ for positive $\omega$, its strength is $\pi\omega_p^2/(2\omega_1)$. The loss lies above $\omega_0$ because the displaced electrons act on one another. This is where the packing of the atoms enters.

At finite $q$ the model places the line at $\omega_q=\omega_1+q^2/2$, with strength $\pi\omega_p^2/(2\omega_q)$. The integral over $\omega$ then leaves

$$\frac1\lambda=\frac{\omega_p^2}{2E}\int_{q_-}^{q_+}\frac{dq}{q(\omega_1+q^2/2)} .$$

The largest energy available at a given $q$ is $kq-q^2/2$. Requiring $\omega_q$ to lie below it gives $q^2-kq+\omega_1\le0$. For $E\gg\omega_1$ the limits are $q_-\simeq\omega_1/k$ and $q_+\simeq k$. Partial fractions give

$$\frac{1}{q(\omega_1+q^2/2)}=\frac1{\omega_1}\left[\frac1q-\frac{q/2}{\omega_1+q^2/2}\right],$$

whose integral is $(1/2\omega_1)\ln[q^2/(\omega_1+q^2/2)]$. The argument of the logarithm tends to 2 at the upper limit and to $\omega_1/k^2=\omega_1/(2E)$ at the lower one. Hence

$$\lambda=\frac{4E\omega_1}{\omega_p^2L},\qquad L=\ln\frac{4E}{\omega_1}. \tag{4}$$

Now vary the density at fixed composition, $E$ and $\omega_0$. Holding $\omega_0$ fixed is an assumption of this model. Since $\omega_p^2\propto n$,

$$\frac{d\ln\omega_1}{d\ln n}=\frac{\omega_p^2}{2\omega_1^2}\equiv h,\qquad \frac{d\ln L}{d\ln n}=-\frac hL .$$

Taking the logarithmic derivative of (4) gives $h-1+h/L$. Locally, therefore, $\lambda\propto n^{-p}$ with

$$p=1-h\left(1+\frac1L\right). \tag{5}$$

For tightly bound electrons, $\omega_p\ll\omega_0$, so $h\to0$ and $p\to1$. Each atom then absorbs independently and $\kappa$ is constant. For free electrons, $\omega_0=0$ and $h=1/2$, so $p=\tfrac12(1-1/L)$, which is about 0.4 for $L$ near 5. In general $\kappa\propto n^{p-1}$: packing the atoms more closely raises the loss energy and reduces the loss per atom.

## How a density error is shared

Suppose $R$ is fixed by measurement and the analyst changes the assumed density, keeping $y$ and $n_s\lambda_s$ at their known values. Equation (3) reads $A=\mu t/\kappa$, with $t=\ln(1+\kappa n_s\lambda_sR/y)$. Differentiating $t$ at fixed $R$ gives

$$\frac{dt}{d\ln\kappa}=\frac{e^t-1}{e^t}=1-e^{-t}.$$

Therefore $d\ln A/d\ln\kappa=-1+(1-e^{-t})/t$. Multiplying by $d\ln\kappa/d\ln n=p-1$ yields

$$\frac{d\ln A}{d\ln n}=s=(1-p)\left[1-\frac{1-e^{-t}}{t}\right],\qquad \frac{d\ln d}{d\ln n}=s-1. \tag{6}$$

The second relation follows from $d=A/n$. For small $t$ the bracket is about $t/2$. The inferred areal density then ignores the assumed density, while the inferred thickness takes almost the full error with the opposite sign.

In the opposite limit, $t\gg1$, the bracket tends to one and $s\to1-p$. The thickness sensitivity becomes $-p$. If $\lambda$ in nanometres did not depend on density at all, $p=0$, a strongly attenuating film would reveal its thickness in units of that fixed length. The claim that the ratio measures areal density thus rests on two supports: the weak attenuation of a thin film, and a loss per atom that changes little with density. With $y$ and $n_s\lambda_s$ known, either one is sufficient if it holds fully. In a real ultrathin film each may hold only in part, but the two factors in (6) multiply, so that partial support from both still makes $s$ small.

The choice of calibration matters here. If a measured $R_0$ is held fixed instead of $y$, then $t$ is fixed as well, and $A=\mu n\lambda t$ varies as $n^{1-p}$ at every thickness. The thin limit then gives no protection, and the areal density is insensitive to the assumed density only if the loss per atom is. This case arises when the thick reference film is taken to share the assumed density of the thin one. If instead $n\lambda$ of the reference is known, then $y/(n_s\lambda_s)=R_0/(n\lambda)_{\rm ref}$ is fixed and (6) applies again.

## A number: oxide on silicon

Take silicon dioxide on silicon, with the oxidised and elemental Si 2p lines excited by aluminium K-alpha X-rays. The kinetic energy is about 1380 eV. The emission angle is 34 degrees, so $\mu=0.8290$, and the chosen ratio is $R=0.80$. Rough typical inputs are $\lambda=3.5$ nm in the oxide, $\lambda_s=3.0$ nm in silicon and $y=1.7$.

Assume first an oxide density of 2.2 g/cm³. It contains $n=22.05$ silicon atoms per nm³, against $n_s=49.94$ in the substrate. The prefactor of (1) is

$$R_0=\frac{1.7\times22.05\times3.5}{49.94\times3.0}=0.876 ,$$

and the reduced thickness is

$$t=\ln\!\left(1+\frac{0.80}{0.876}\right)=0.649 .$$

The areal density follows from $A=\mu n\lambda t$:

$$A=0.8290\times22.05\times3.5\times0.649=41.5\ \mathrm{nm^{-2}}=4.15\times10^{15}\ \mathrm{cm^{-2}} .$$

Division by the assumed density gives $d=41.5/22.05=1.88$ nm, or 18.8 angstrom.

For the density dependence, the 16 valence electrons per formula unit give $\omega_p=22.06$ eV. The bound-electron energy is set to $\omega_0=20.82$ eV so that (4) returns 3.5 nm; that agreement is a calibration, not a prediction. The loss energy is then $\omega_1=30.33$ eV, and

$$h=\frac{22.06^2}{2\times30.33^2}=0.265,\qquad L=\ln\frac{4\times1380}{30.33}=5.20 ,$$

so $p=0.685$. Integrating with the full limits $q_\pm$ gives 3.526 nm and $p=0.682$, so the approximate limits matter little here. Equation (4) is a result for a homogeneous bulk medium. The range of the interaction, $k/\omega_1$, is about 0.5 nm, a quarter of the film thickness, so surface and interface losses, which the model leaves out, need not be negligible. The homogeneous description can be applied to a porous film only if the pores are finer than this range.

The bracket in (6) is 0.264 and $s=0.083$. In this model a small relative error in the assumed density passes to the areal density with a weight of 0.08, and to the thickness with a weight of $-0.92$. Reading the same $R$ with three densities shows this directly:

| Assumed density (g/cm³) | $A$ (nm⁻²) | $d$ (nm) |
|---|---|---|
| 2.0 | 41.20 | 2.055 |
| 2.2 | 41.52 | 1.883 |
| 2.4 | 41.83 | 1.739 |

Lowering the density by 9% changes $A$ by −0.8% and $d$ by +9%. The extra digits serve to show the differences; they do not express the accuracy of the model. Its loss energy was fitted, so $p$ is uncertain for a real oxide. Refitting to 3.5 nm with a broad line, another dispersion law or a local-field term moves $p$ between about 0.64 and 0.78. The empirical TPP-2M formula for mean free paths implies $p$ near 0.23, which would give $s$ near 0.20. For any $p$ between 0 and 1, however, (6) keeps $s$ between 0 and 0.264 at this $t$, and the thickness still takes at least 73% of a small density error. With $\kappa$ held fixed, $A$ would stay at 41.52 nm⁻² and the outer thicknesses would be 2.071 and 1.726 nm.

A second angle hardly resolves the ambiguity. At 60 degrees the three readings predict ratios of 1.703, 1.693 and 1.683, steps of about 0.6%. To choose between them one would need the relative angular response to better than that. Two angles fix $t$ and the prefactor $y/(\kappa n_s\lambda_s)$ of (1), and $\kappa$ differs by only about 3% from one reading to the next. The quotient $y/(n_s\lambda_s)$ must therefore be known to better than about 3%, and a trustworthy law for $\kappa(n)$ is needed as well.

The two supports can also be separated by stretching the film by a factor 1.25 at fixed $A$. With constant $\kappa$ the ratio does not change. With the density-dependent $\lambda$ of (4) it rises by 2.5%, and with $p$ near 0.23 by about 7%. If $\lambda$ is artificially held at 3.5 nm it rises by 9.5%, but by only 0.4% for a film with one twentieth of the atoms. The last figure shows the thin limit protecting the count even when the loss per atom is badly behaved. That film holds about 2 atoms per nm², less than one atomic plane, so it illustrates the formula rather than a real layer.

## What a real oxide adds

The example resembles a thin thermal oxide or gate oxide on silicon, for which 2.2 g/cm³ is a usual rough density and a thick-film prefactor near 0.9 is a realistic rough value. The absolute areal density is less secure than its insensitivity to film density may suggest. The following changes in $A$ are relative to 41.5 nm⁻², with the other inputs held fixed:

- Replacing $y=1.7$ by 1 raises $A$ by 44%. The ratio should not simply be set to 1. One possible reason for a different value is that electrons lose energy in the emission event itself and leave the sharp peak, to a different extent in the two materials.
- Raising $\lambda_s$ by 10% raises $A$ by 7%. A 10% increase in $R$, such as electron diffraction in a crystalline substrate might produce, does the same, since the two enter (3) as a product. Raising $\lambda$ in the oxide by 10% raises $A$ by 2.5%.
- Elastic scattering breaks the straight-line assumption. In an isotropic scattering model where it makes up a rough 10% of all collisions in both the film and the substrate, the inferred $A$ falls by 6.5%. This 10% is a transport share, $\lambda/(\lambda+\lambda_{\rm tr})$ with $\lambda_{\rm tr}$ the transport mean free path. Real elastic collisions at this energy are much more frequent, roughly half of all collisions, but mostly deflect the electron by small angles.
- One atomic plane of the Si(100) surface holds 6.8 atoms per nm², or 16% of $A$. Whether partly oxidised interface atoms are counted as film is therefore a matter of definition with a visible effect.

Surface carbon attenuates both lines almost equally. For 1 nm of carbon with a mean free path of 3.0 nm, lines 4 eV apart and $\lambda\propto E^{0.75}$, the ratio changes by about −0.09%.

Lateral unevenness is a different kind of failure. The detector averages the signals, not the areal densities. For constant $\kappa$ and patches much wider than the film is thick, so that nearly every escape path stays within one patch, the average of $e^{-\kappa A/\mu}$ fixes the apparent value

$$A_{\rm app}=-\frac\mu\kappa\ln\left\langle e^{-\kappa A/\mu}\right\rangle\simeq\langle A\rangle-\frac{\kappa}{2\mu}\,\mathrm{var}(A),$$

where the last form holds for small variations. Thin patches transmit more substrate signal than thick patches remove, so the apparent areal density lies below the mean. The difference vanishes in the thin limit, where the film signal again counts atoms.

The defensible result of the measurement is thus an areal density with its calibration stated. A thickness in nanometres is that result divided by a density, and the density used belongs beside the number. An ultrathin film of the same composition and areal density that is finely porous or otherwise less dense than the bulk can be physically thicker than the quoted value, while, in the loss model used here, its ratio changes much less than its thickness. An independent density, or an independent measurement of the physical thickness, is needed to tell the cases apart. The remaining values are in the numerical output below.

## Computed results

```
Kinetic energy (rough): 1380 eV
Emission angle: 34 deg; cosine 0.8290
Measured ratio R (chosen): 0.80
Mean free path, oxide (rough): 3.5 nm
Mean free path, silicon (rough): 3.0 nm
Peak yield ratio y (rough): 1.7
Si density in silicon: 49.94 nm^-3
Si density in oxide at 2.2 g/cm3: 22.05 nm^-3
Loss per film atom kappa: 0.01296 nm^2
Thick-film prefactor of R: 0.8758
Reduced thickness t: 0.6489
Areal density A: 41.52 nm^-2 = 4.152e15 cm^-2
Thickness: 1.883 nm = 18.83 angstrom
Plasma energy: 22.06 eV
Fitted bound-electron energy: 20.82 eV
Loss-pole energy: 30.33 eV
Mean free path, full limits: 3.526 nm
Exponent p: formula 0.6848, integral 0.6824
dlnA/dln n: 0.0833; dlnd/dln n: -0.9167
Same R read with different assumed densities:
 2.0 g/cm3: n 20.05 nm^-3, lambda 3.739 nm
   A 41.20 nm^-2, d 2.055 nm, R(60 deg) 1.7028
   d if kappa is held fixed: 2.071 nm
 2.2 g/cm3: n 22.05 nm^-3, lambda 3.500 nm
   A 41.52 nm^-2, d 1.883 nm, R(60 deg) 1.6927
   d if kappa is held fixed: 1.883 nm
 2.4 g/cm3: n 24.06 nm^-3, lambda 3.299 nm
   A 41.83 nm^-2, d 1.739 nm, R(60 deg) 1.6833
   d if kappa is held fixed: 1.726 nm
Change of R on stretching film by 1.25 at fixed A:
 pole-model lambda: 2.51 %
 fixed lambda: 9.52 %
 fixed lambda, A/20: 0.41 %
Change of inferred A from neglected effects or inputs:
 elastic albedo 0.10 (rough): -6.52 %
 yield ratio 1 instead of 1.7: 44.4 %
 oxide mean free path +10 %: 2.48 %
 silicon mean free path +10 %: 7.19 %
 ratio error +10 %: 7.19 %
 one Si(100) plane: 6.78 nm^-2, 16.3 % of A
Change of R from 1 nm carbon (rough): -0.087 %
```
